# Phase Shift and Contrast Loss in a Sodium Atom Interferometer: a numerical check

```python
# RESULT UNDER TEST
# A sodium atom with one interferometer arm in a static field E of length L
# gains the phase phi = alpha E^2 L / (2 hbar v), alpha = 4 pi eps0 * volume.
# For Gaussian speeds (mean v0, relative standard deviation s), phi0 = phi(v0):
#   contrast     C = exp(-(phi0 s)^2 / 2)
#   phase offset   = phi0 s^2 (1 - (phi0 s)^2)
# both to leading order in s at fixed phi0*s.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from pyscf import gto, scf
from pyscf.data import elements

hbar, eps0 = const.hbar, const.epsilon_0
bohr = const.physical_constants["Bohr radius"][0]
field_au = const.physical_constants["atomic unit of electric field"][0]
speed_au = const.physical_constants["atomic unit of velocity"][0]

# Inputs of the worked example, SI units
volume = 24.1e-30
voltage, gap, length = 200.0, 2.0e-3, 0.10
v0, spread = 1000.0, 0.05
mass = elements.MASSES[11] * const.atomic_mass


def stark_phase(volts, speed):
    """Phase gained in the field arm, SI inputs."""
    alpha = 4 * np.pi * eps0 * volume
    return alpha * (volts / gap) ** 2 * length / (2 * hbar * speed)


def speed_samples(s):
    """Speeds in units of v0 and their normalized Gaussian weights."""
    x = np.linspace(-8 * s, 8 * s, 4001)
    w = np.exp(-x**2 / (2 * s**2))
    return 1 + x, w / w.sum()


def averaged_fringe(phi0, s):
    """Contrast and phase offset from the full average over speeds."""
    u, w = speed_samples(s)
    amplitude = np.sum(w * np.exp(1j * phi0 * (1 / u - 1)))
    return abs(amplitude), np.angle(amplitude)


def simple_contrast(phi0, s):
    return np.exp(-(phi0 * s) ** 2 / 2)


def simple_offset(phi0, s):
    return phi0 * s**2 * (1 - (phi0 * s) ** 2)


# Test: energy shift is minus half of (induced dipole times field).
# Unrestricted Hartree-Fock for Na in an even-tempered Gaussian basis.
basis = []
for ang_mom, count in ((0, 15), (1, 10), (2, 4)):
    basis += [[ang_mom, [0.012 * 2.6**k, 1.0]] for k in range(count)]
mol = gto.M(atom="Na 0 0 0", basis={"Na": basis}, spin=1, verbose=0)
h_free = scf.hf.get_hcore(mol)
z_matrix = mol.intor("int1e_r")[2]


def sodium_in_field(strength, dm_start=None):
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-12
    mf.max_cycle = 200
    mf.get_hcore = lambda *args: h_free + strength * z_matrix
    energy = mf.kernel(dm0=dm_start)
    assert mf.converged
    dm = mf.make_rdm1()
    dipole = -np.einsum("sij,ji->", dm, z_matrix)
    return energy, dipole, dm


e_zero, _, dm_zero = sodium_in_field(0.0)
f_small = 5e-4
e_one, dipole_one, dm_one = sodium_in_field(f_small, dm_zero)
e_two, _, _ = sodium_in_field(2 * f_small, dm_one)
alpha_uhf = dipole_one / f_small
half_factor = (e_zero - e_one) / (dipole_one * f_small)
quadratic_ratio = (e_two - e_zero) / (e_one - e_zero)
assert abs(half_factor - 0.5) < 0.005
assert abs(quadratic_ratio - 4) < 0.04
uhf_volume = alpha_uhf * (bohr * 1e10) ** 3
# Plausibility only: this level of theory omits electron correlation.
assert abs(uhf_volume / (volume * 1e30) - 1) < 0.25

# Test: phase and sign from the Schroedinger equation for a smooth well,
# psi'' + k^2 (1 + depth*f(x)) psi = 0, with an outgoing wave on the right.
k, depth, width, edge = 20.0, 0.01, 3.0, 24.0


def wave_equation(x, y):
    f = np.exp(-x**2 / (2 * width**2))
    return [y[1], -k**2 * (1 + depth * f) * y[0]]


start = np.exp(1j * k * edge)
sol = solve_ivp(wave_equation, (edge, -edge), [start, 1j * k * start],
                method="DOP853", rtol=1e-10, atol=1e-11)
psi, dpsi = sol.y[:, -1]
incident = (psi + dpsi / (1j * k)) / 2 * np.exp(1j * k * edge)
reflected = abs(psi - dpsi / (1j * k)) / 2
wave_phase = -np.angle(incident)
first_order = k * depth / 2 * width * np.sqrt(2 * np.pi)
assert abs(wave_phase / first_order - 1) < 0.003
assert reflected < 1e-5

# Worked example
field = voltage / gap
shift = -0.5 * 4 * np.pi * eps0 * volume * field**2
kinetic = 0.5 * mass * v0**2
phi0 = stark_phase(voltage, v0)
contrast, offset = averaged_fringe(phi0, spread)

# Test: same phase through Hartree atomic units
phi_au = ((volume / bohr**3) * (field / field_au) ** 2
          * (length / bohr) / (2 * v0 / speed_au))
assert abs(phi_au / phi0 - 1) < 1e-7

# Test: contrast read off a simulated fringe scan equals the amplitude size
u, w = speed_samples(spread)
scan = np.linspace(0, 2 * np.pi, 721)
signal = np.array([np.sum(w * abs(1 + np.exp(1j * (phi0 / u - t)))**2) / 4
                   for t in scan])
scan_contrast = np.ptp(signal) / (signal.max() + signal.min())
assert abs(scan_contrast - contrast) < 5e-5

# Test: simple formulas for the example and their scaling at fixed phi0*s
assert abs(simple_contrast(phi0, spread) - contrast) < 0.005
assert abs(simple_offset(phi0, spread) - offset) < 0.003
product = phi0 * spread
log_errors = []
for s in (spread / 2, spread / 4):
    c_full, d_full = averaged_fringe(product / s, s)
    log_errors.append(np.log(c_full / simple_contrast(product / s, s)))
error_ratio = log_errors[0] / log_errors[1]
assert abs(error_ratio - 4) < 0.4
assert abs(d_full / simple_offset(product / s, s) - 1) < 0.02

print("INPUTS")
print(f"polarizability volume          {volume*1e30:.1f} cubic angstrom")
print(f"voltage                        {voltage:.0f} V")
print(f"plate gap                      {gap*1e3:.1f} mm")
print(f"effective field length         {length*100:.1f} cm")
print(f"mean speed                     {v0:.0f} m/s")
print(f"relative speed spread s        {spread:.3f}")
print(f"sodium mass                    {mass:.4e} kg")
print("CHECKS OF THE PHYSICS")
print(f"UHF polarizability volume      {uhf_volume:.2f} cubic angstrom")
print(f"UHF -shift/(dipole*field)      {half_factor:.4f}")
print(f"UHF shift ratio, field doubled {quadratic_ratio:.4f}")
print(f"model well: wave phase         {wave_phase:.5f} rad")
print(f"model well: first-order phase  {first_order:.5f} rad")
print("WORKED EXAMPLE")
print(f"field                          {field:.3e} V/m")
print(f"polarizability alpha (SI)      {4*np.pi*eps0*volume:.4e} C m^2/V")
print(f"energy shift U                 {shift:.4e} J")
print(f"kinetic energy K               {kinetic:.4e} J")
print(f"ratio |U|/K                    {-shift/kinetic:.2e}")
print(f"transit time                   {length/v0*1e6:.1f} microseconds")
print(f"phase phi0                     {phi0:.3f} rad")
print(f"phase phi0 in fringes          {phi0/(2*np.pi):.3f}")
print(f"phi0*s                         {product:.4f} rad")
print(f"contrast, simple formula       {simple_contrast(phi0, spread):.4f}")
print(f"contrast, full average         {contrast:.4f}")
print(f"contrast, fringe scan          {scan_contrast:.4f}")
print(f"contrast loss, full average    {100*(1-contrast):.1f} percent")
print(f"offset, simple formula         {simple_offset(phi0, spread):.4f} rad")
print(f"offset, full average           {offset:.4f} rad")
print(f"observed phase, full average   {phi0+offset:.3f} rad")
print(f"log-contrast error ratio, s halved {error_ratio:.3f}")
print("TABLE: V | phi0 (rad) | C simple | C full | offset simple, full (rad)")
offsets = []
for volts in (100.0, 200.0, 300.0):
    p = stark_phase(volts, v0)
    c, d = averaged_fringe(p, spread)
    offsets.append(d)
    assert abs(c - simple_contrast(p, spread)) < 0.01
    print(f"{volts:.0f} | {p:.3f} | {simple_contrast(p, spread):.4f} | "
          f"{c:.4f} | {simple_offset(p, spread):.4f}, {d:.4f}")
# Test: the offset changes sign between phi0*s < 1 and phi0*s > 1
assert offsets[1] > 0 > offsets[2]
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS
polarizability volume          24.1 cubic angstrom
voltage                        200 V
plate gap                      2.0 mm
effective field length         10.0 cm
mean speed                     1000 m/s
relative speed spread s        0.050
sodium mass                    3.8175e-26 kg
CHECKS OF THE PHYSICS
UHF polarizability volume      28.02 cubic angstrom
UHF -shift/(dipole*field)      0.4999
UHF shift ratio, field doubled 4.0014
model well: wave phase         0.75066 rad
model well: first-order phase  0.75199 rad
WORKED EXAMPLE
field                          1.000e+05 V/m
polarizability alpha (SI)      2.6815e-39 C m^2/V
energy shift U                 -1.3407e-29 J
kinetic energy K               1.9088e-20 J
ratio |U|/K                    7.02e-10
transit time                   100.0 microseconds
phase phi0                     12.714 rad
phase phi0 in fringes          2.023
phi0*s                         0.6357 rad
contrast, simple formula       0.8171
contrast, full average         0.8148
contrast, fringe scan          0.8148
contrast loss, full average    18.5 percent
offset, simple formula         0.0189 rad
offset, full average           0.0187 rad
observed phase, full average   12.732 rad
log-contrast error ratio, s halved 4.000
TABLE: V | phi0 (rad) | C simple | C full | offset simple, full (rad)
100 | 3.178 | 0.9875 | 0.9872 | 0.0077, 0.0078
200 | 12.714 | 0.8171 | 0.8148 | 0.0189, 0.0187
300 | 28.606 | 0.3596 | 0.3634 | -0.0748, -0.0731
ALL CHECKS PASSED
```
